# Two Strong Topological Insulators Can Meet at a Fully Gapped Interface

Cut a crystal of a strong topological insulator in two. Each new face carries a gapless Dirac cone. Now put the halves back and restore every bond. The crystal is whole again, it has its bulk gap, and there is no interface left to hold a gapless state. The two cones have removed each other, although time-reversal symmetry was never broken.

The smallest model of this uses two facing cones with equal velocity and a tunnelling amplitude \(t_0\) that conserves spin:

\[
H=\begin{pmatrix} v\,h & t_0\\ t_0 & -v\,h\end{pmatrix},\qquad h=k_x\sigma_y-k_y\sigma_x .
\]

Here \(\mathbf k\) is the momentum along the interface, \(\sigma\) is the spin, and \(v\) stands for \(\hbar\) times the velocity. The opposite signs of \(vh\) are the opposite helicities. In \(H^2\) the off-diagonal blocks are \(vh\,t_0-t_0\,vh=0\), and \(h^2=k^2\), so

\[
H^2=v^2k^2+t_0^2,\qquad E=\pm\sqrt{v^2k^2+t_0^2}.
\]

The gap is \(2|t_0|\), and no momentum escapes it.

## The belief and its appeal

The belief runs as follows. The surface state of a strong topological insulator cannot be removed by any perturbation that respects time reversal and leaves the bulk gap open. Tunnelling between two such insulators respects time reversal. Two protected surfaces therefore give a gapless interface.

The first sentence is true of a surface facing vacuum, provided the electrons can be treated as independent and their number is conserved (no superconducting pairing). Its reason shows why the conclusion fails. Time reversal is \(\Theta=i\sigma_yK\), with \(K\) complex conjugation, and it reverses every spin component. A constant term added to one cone has the form \(a_0+\mathbf a\cdot\boldsymbol\sigma\). Symmetry forces \(\mathbf a=0\), and \(a_0\) merely shifts the energy. One cone cannot be gapped in this way.

Two cones admit further terms, those that connect one to the other. The strong index counts cones modulo two. It guarantees an interface state where the index changes, as it does between the insulator and vacuum. Between two strong insulators it does not change, so time reversal alone guarantees nothing. The model used here takes both cones at the same in-plane momentum. If the two crystals place their cones at different time-reversal-invariant momenta of the interface (different weak indices), tunnelling that conserves in-plane momentum cannot connect them, and the interface stays gapless, protected by time reversal together with lattice translations. It remains to find what tunnelling does.

## Why the facing helicities are opposite

In a crystal with inversion symmetry, inversion carries one face to the opposite face. It reverses \(\mathbf k\) and leaves spin unchanged, so \(h\to-h\). A layered lattice model shows this explicitly and also yields \(t_0\). With orbital matrices \(\tau\) and lattice spacings set to one,

\[
H=(\mu-w\cos k_z)\tau_z+w\sin k_z\,\tau_y+A\tau_x(\sigma_x\sin k_y-\sigma_y\sin k_x),
\]

\[
\mu=\mu_0+2B(2-\cos k_x-\cos k_y).
\]

Take \(\mu_0=0.4w\), \(B=0.5w\) and \(A=w\). At the eight time-reversal-invariant momenta only the \(\tau_z\) term survives. Its coefficient is \(-0.6w\) at \(\mathbf k=0\) and positive at the other seven. Inversion is \(\tau_z\), so one band inversion occurs and the strong index is 1.

The coefficient of \(e^{ik_z}\) is the hopping from layer \(n+1\) to layer \(n\), namely \(-\tfrac w2(\tau_z+i\tau_y)\). Let \(|\pm\rangle\) be the eigenstates of \(\tau_x\), with \(\tau_z|\pm\rangle=|\mp\rangle\). Since \(\tau_y=i\tau_x\tau_z\), we have \(\tau_y|+\rangle=-i|-\rangle\) and \(\tau_y|-\rangle=i|+\rangle\). The hopping is therefore \(-w|-\rangle\langle+|\).

Consider a stack whose first layer is \(n=0\), at zero in-plane momentum, and a state with amplitude \(a_n\) on \(|+\rangle\) in layer \(n\). At zero energy,

\[
\mu_0a_n-wa_{n+1}=0,\qquad a_{n+1}=r\,a_n,\qquad r=\mu_0/w .
\]

For \(|r|<1\) this is a mode bound to the first layer. Normalization, \(a_0^2\sum_n r^{2n}=1\), gives \(a_0^2=1-r^2\). The mode at the other end of a stack lives on \(|-\rangle\) and decays inward at the same rate. The in-plane term, with \(\tau_x=\pm1\), becomes \(\mp Ah\) at small momentum, so the two faces have opposite helicity. Diagonalizing the cut stack at \(k_x=0.1\) gives \(\langle\sigma_y\rangle=+1.000\) and \(-1.000\) for the positive-energy states on the two faces.

Now close the stack into a ring through one bond whose hopping is multiplied by \(\lambda\). To first order in \(\lambda\), the bond connects the end modes with amplitude \(-\lambda w\,a_0^2\). Its sign can be absorbed into the phase of one mode, leaving

\[
|t_0|=\lambda w(1-r^2).
\]

For \(\lambda=0.05\) and \(r=0.4\) the predicted gap is \(2\times0.05\times0.84\,w=0.084w\), and diagonalization of 24 layers gives \(0.0840w\). At \(\lambda=0.35\) the lattice gap is \(0.5755w\), against \(0.588w\) from first order. At \(\lambda=1\) it is \(1.2w\), the bulk gap. First order would give \(1.68w\) there, but it has no claim on a full bond.

## All momentum-independent tunnelling

Spin-orbit coupling may rotate the spin during tunnelling. Let \(T\) be the \(2\times2\) matrix that takes the second surface to the first. Time reversal requires \(\sigma_yT^*\sigma_y=T\). Write \(T=c_0+\mathbf c\cdot\boldsymbol\sigma\). Because \(\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma\), the condition makes \(c_0\) real and \(\mathbf c\) imaginary:

\[
T=t_0+i\,\mathbf t\cdot\boldsymbol\sigma,\qquad t_0,\mathbf t\ \text{real}.
\]

Let the Dirac points also differ in energy by \(2U\), and measure energy from their mean. From here on \(\tau\) labels the two surfaces. For equal velocities,

\[
H=t_0\tau_x+M,\qquad M=\tau_z(vh+U)-\tau_y\,\mathbf t\cdot\boldsymbol\sigma .
\]

Every term of \(M\) contains \(\tau_z\) or \(\tau_y\), so \(\tau_x\) anticommutes with \(M\). The cross terms in the square cancel, and

\[
H^2=t_0^2+M^2 .
\]

Since \(M^2\) is nonnegative, \(|E|\ge|t_0|\). Neither the offset nor the spin-dependent tunnelling can close the gap.

This is so far a lower bound. It is reached if \(M\) has a zero mode at some momentum. Because \(M\) anticommutes with \(\tau_x\), its zero modes can be chosen as \(\tau_x\) eigenstates \((\varphi,\eta\varphi)\) with \(\eta=\pm1\). Both rows of \(M\psi=0\) then say

\[
\left[U+(v\mathbf k'+i\eta\mathbf t)\cdot\boldsymbol\sigma\right]\varphi=0,\qquad \mathbf k'=(-k_y,k_x,0).
\]

A solution exists when the determinant vanishes. For any complex vector, \(\det(U+\mathbf a\cdot\boldsymbol\sigma)=U^2-\mathbf a\cdot\mathbf a\), so the condition is

\[
U^2=v^2k^2-|\mathbf t|^2+2i\eta v\,\mathbf k'\cdot\mathbf t .
\]

Its imaginary part requires \(\mathbf k'\perp\mathbf t\), and its real part requires \(v^2k^2=|\mathbf t|^2+U^2\). A vector \(\mathbf k'\) in the plane can always meet both. At that momentum the two signs of \(\eta\) give the energies \(\pm t_0\), so the gap is exactly \(2|t_0|\).

The same argument states the condition for the result. If \(t_0=0\), the interface is gapless in this model, even with \(\mathbf t\neq0\). Time reversal does not protect that case, since it permits a nonzero \(t_0\), which opens the gap.

## Unequal velocities

Let the surfaces have velocities \(v_1,v_2>0\) and Dirac points \(u_1,u_2\). The eigenvalue equations are

\[
(v_1h+u_1-E)\psi_1+T\psi_2=0,\qquad
T^\dagger\psi_1+(-v_2h+u_2-E)\psi_2=0 .
\]

Set \(\psi_i=\varphi_i/\sqrt{v_i}\) and divide equation \(i\) by \(\sqrt{v_i}\). The Dirac terms become \(h\) and \(-h\), and the tunnelling becomes \(T/\sqrt{v_1v_2}\). The diagonal constants are \((u_1-E)/v_1\) and \((u_2-E)/v_2\). Half their difference acts as an offset, which cannot alter the gap. Minus half their sum acts as the energy of an equal-velocity problem:

\[
\varepsilon=\frac{v_1+v_2}{2v_1v_2}(E-E_c),\qquad
E_c=\frac{u_1v_2+u_2v_1}{v_1+v_2}.
\]

For a given offset, the bands of that problem run continuously from \(\pm|t_0|/\sqrt{v_1v_2}\) to infinite energy as \(\mathbf k\) varies. The energy \(E\) is thus allowed at some momentum precisely when \(|\varepsilon|\ge|t_0|/\sqrt{v_1v_2}\). The forbidden interval is centred on \(E_c\) and has width

\[
\boxed{E_g=\frac{4|t_0|\sqrt{v_1v_2}}{v_1+v_2}}
\]

For equal velocities this returns \(2|t_0|\). If one velocity tends to zero at fixed \(t_0\), the gap closes: the band edges move out to large momentum, where the two bands approach the flat level from above and from below. Direct minimization over the momentum plane for twelve random parameter sets, eight of opposite helicity and four of equal helicity, agreed with this law and its counterpart below to rounding error.

## Where a gapless interface does occur

Suppose the second insulator has the opposite sign of \(A\). Its strong index is unchanged, since the \(A\) term vanishes at the momenta that determine the index. The facing cones now have equal helicity. With \(T=t_0\) and equal velocities, the energies are \(\pm vk\pm t_0\), and branches cross at \(k=|t_0|/v\). The interface is gapless.

To see what protects the crossing, substitute \(\psi_2=-i\sigma_z\chi_2\). Since \(\sigma_zh\sigma_z=-h\), the second cone returns to opposite helicity, while the tunnelling becomes

\[
-iT\sigma_z=t_z+i\,(t_y,\,-t_x,\,-t_0)\cdot\boldsymbol\sigma .
\]

The component \(t_z\) has taken the place of \(t_0\), so the gap is \(4|t_z|\sqrt{v_1v_2}/(v_1+v_2)\). A mirror \(x\to-x\), represented by \(\sigma_x\) on both surfaces, leaves \(h\) invariant but requires \(\sigma_xT\sigma_x=T\), hence \(t_y=t_z=0\). The mirror therefore protects the crossings on its own line \(k_x=0\), and time reversal alone does not. Away from that line, the component \(t_x\), which this mirror allows, separates the branches.

The lattice agrees. With \(A\) reversed in half of the ring and both junction bonds at \(\lambda=0.05\), the gap is \(5\times10^{-10}w\). Multiplying the bond by \(\cos\alpha+i\sigma_z\sin\alpha\) with \(\alpha=0.5\) breaks the mirror but not time reversal. The gap becomes \(0.0403w\), which is \(0.0840w\,\sin\alpha\).

## A telluride junction with an hBN spacer

Take two surfaces with \(v_1=0.30\) and \(v_2=0.20\) eV nm, Dirac points at \(\pm20\) meV, and a contact tunnelling \(t_0=50\) meV. The velocities are of the rough size found in layered tellurides; the offset and \(t_0\) are chosen values. At direct contact,

\[
E_g=2\times50\ \text{meV}\times\frac{2\sqrt{0.30\times0.20}}{0.50}
=100\ \text{meV}\times0.980=98\ \text{meV}.
\]

The gap is centred at \((20\times0.20-20\times0.30)/0.50=-4\) meV. It is indirect. For \(\mathbf t=0\), replace \(h\) by its eigenvalue \(q=\pm k\) and define \(p=\tfrac12(v_1+v_2)q+U\), with \(U=(u_1-u_2)/2\). Apart from a constant, the bands are

\[
E_\pm=\frac{v_1-v_2}{v_1+v_2}\,p\pm\sqrt{p^2+t_0^2}.
\]

Setting the derivative to zero gives \(p=\mp|t_0|(v_1-v_2)/(2\sqrt{v_1v_2})=\mp10.2\) meV. With \(U=20\) meV, the conduction edge lies at \(k=(20+10.2)/250=0.121\) nm\(^{-1}\) and the valence edge at \((20-10.2)/250=0.039\) nm\(^{-1}\).

Now insert hBN, holding the offset fixed. Inside a barrier of height \(\Phi\) above the state, the wave equation \(\psi''=(2m\Phi/\hbar^2)\psi\) gives decay at the rate \(\kappa=\sqrt{2m\Phi}/\hbar\). Rough values \(\Phi=2.5\) eV and \(m=0.5\,m_e\) give \(\kappa=5.73\) nm\(^{-1}\). A layer 0.33 nm thick multiplies the tunnelling by \(e^{-1.89}=0.151\), if the prefactor stays that of direct contact. That last condition is an assumption. So is the parabolic law: 2.5 eV from the band edge is close to the middle of the hBN gap of roughly 6 eV, where the decay is slower. Two-band forms with the same edge mass give a factor of 0.24 to 0.26 per layer, hence a one-layer gap of 23 to 26 meV, about \(kT\) at 300 K, with \(3.3\) to \(3.4\times10^{11}\) electrons per cm\(^2\). The table uses the parabolic law.

| hBN layers | \(t_0\) (meV) | gap (meV) | gap/\(kT\), 300 K | electrons (\(10^{11}\) cm\(^{-2}\)) |
|---|---|---|---|---|
| 0 | 50 | 98 | 3.8 | 1.7 |
| 1 | 7.6 | 15 | 0.57 | 3.5 |
| 2 | 1.1 | 2.2 | 0.09 | 3.6 |

The densities are for a neutral interface, with linear cones at all energies and no bulk carriers. About a fifth of the contact electrons lie more than 0.1 eV above the gap centre, where bulk bands would begin if a 0.2 eV bulk gap were centred there, so the values are rough. Uncoupled surfaces would hold \(3.6\times10^{11}\) cm\(^{-2}\). Even the contact gap removes only about half of the thermal electrons, and one hBN layer leaves nearly all of them. A full gap in the spectrum is thus not the same as an insulating interface at room temperature. Conduction at 300 K would not refute the gap.

Several neglected effects are small for the gap. Hexagonal warping of rough size 0.2 eV nm\(^3\), with opposite sign on the two faces, leaves the contact gap at 98.0 meV. So does spin-dependent tunnelling \(\mathbf t=(0,10,20)\) meV, as the derivation requires, although it raises the contact density from \(1.7\) to \(1.8\times10^{11}\) cm\(^{-2}\). A common band curvature of 0.1 eV nm\(^2\) raises the gap to 99.0 meV, counting momenta up to 0.5 nm\(^{-1}\); the quadratic form is not meant for momenta far from the Dirac points. If the whole offset fell across one hBN layer, the field would be 1.2 MV/cm, against a rough breakdown field of 10 MV/cm.

Other assumptions matter more in real junctions. The contact gap is about half of a rough telluride bulk gap of 0.2 eV, so the isolated-cone picture is strained. In the lattice model at a similar ratio, first order overestimates the gap by 2% for \(r=0.4\) (about 1% at \(r=0.2\) and 5% at \(r=0.8\)), but a real contact may also change its bonding. Within the parabolic law, changing the barrier height from 3.0 to 2.0 eV moves the one-layer gap from 12 to 18 meV. Potential disorder of roughly 10 meV exceeds that layer's tabulated half gap of 7.4 meV and is comparable to the 12 to 13 meV of the two-band estimate, so a constant chemical potential can lie in a band in some places. The interface gap must also lie inside the bulk gaps of both crystals, which is not so for every telluride; where bulk bands overlap it in energy, the junction as a whole has no gap. Real tellurides are also often doped. If the chemical potential lies more than 49 meV from the gap centre, even the contact interface is metallic in this model. The calculation further assumes that tunnelling conserves in-plane momentum, which a rough or contaminated interface does not ensure.

The numerical output gives the remaining digits.

## Table of computed values

```
Gap law, 12 random cases, worst error: 1.7e-15 (model units)
Gap with t0 = 0, opposite helicity: 2.9e-13 (model units)
Lattice: layers 24, w = 1.0, r = 0.4
Lattice: A = 1.0 w, in-plane B = 0.5 w
Lattice strong index: 1
Spin sigma_y on the two facing surfaces: +1.000, -1.000
Bond 0.05: gap 0.0840 w, first order 0.0840 w
Bond 0.35: gap 0.5755 w, first order 0.5880 w
Bond 1.00: gap 1.2000 w, first order 1.6800 w
Bulk gap of lattice crystal: 1.2000 w
Equal helicity, mirror kept, bond 0.05: gap 4.9e-10 w
Equal helicity, bond spin twist 0.5 rad: gap 0.0403 w
Double-well splitting ratio: 0.1524, exp law 0.1524
hbar v1, hbar v2: 0.30, 0.20 eV nm
Dirac points u1, u2: 20, -20 meV
Contact tunnelling t0: 50 meV
hBN barrier 2.5 eV, mass 0.5 m_e, layer 0.33 nm (rough)
Decay constant kappa: 5.728 1/nm
Tunnelling factor per hBN layer: 0.1510
Velocity factor 2 sqrt(v1 v2)/(v1+v2): 0.9798
Temperature 300 K, kT = 25.85 meV
0 hBN layers: t0 = 50.000 meV, gap = 97.98 meV
   gap/kT = 3.790, centre = -4.00 meV
   edge k: conduction 0.1208, valence 0.0392 1/nm
   electrons at 300 K: 1.725e+11 cm^-2
1 hBN layers: t0 = 7.552 meV, gap = 14.80 meV
   gap/kT = 0.572, centre = -4.00 meV
   edge k: conduction 0.0862, valence 0.0738 1/nm
   electrons at 300 K: 3.478e+11 cm^-2
2 hBN layers: t0 = 1.141 meV, gap = 2.24 meV
   gap/kT = 0.086, centre = -4.00 meV
   edge k: conduction 0.0809, valence 0.0791 1/nm
   electrons at 300 K: 3.581e+11 cm^-2
Uncoupled surfaces, electrons: 3.585e+11 cm^-2
Warping 0.2 eV nm^3 (rough): contact gap 97.980 meV
Curvature 0.1 eV nm^2 (rough): contact gap 99.045 meV
Spin part t = (0, 10, 20) meV: contact gap 97.980 meV
k-dependence of tunnelling, 1 layer: 0.0214 %
Field if offset falls over 1 layer: 1.21 MV/cm
hBN breakdown field (rough): 10 MV/cm
1-layer gap for barrier 3.0 / 2.0 eV: 12.4 / 18.1 meV
Potential disorder (rough): 10 meV
1-layer half gap: 7.40 meV
Contact gap / rough bulk gap 0.2 eV: 0.490
Lattice bond 0.35: gap/bulk gap 0.480
   first-order excess there: 2.18 %
```
